# Slater integrals and multiplet errors from silicon pseudo-orbitals

## Problem

A valence pseudo-orbital equals the all-electron orbital beyond a core radius $r_c$ but has no nodes inside it. Multiplet splittings depend on the electron repulsion at all radii, so they can change. Find by how much for silicon.

Write each orbital as $\phi=\dfrac{u(r)}{r}Y_{lm}$ with $u$ real and $\int_0^\infty u^2dr=1$. For a radial pair density $\rho(r)$ define

$$R^k[\rho]=e^2\int_0^\infty\!\!\int_0^\infty \rho(r)\rho(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr',$$

and $G^1(s,p)=R^1[u_su_p]$, $F^k(p,p)=R^k[u_p^2]$.

(a) Express the singlet–triplet splitting of an $sp$ configuration through $G^1$, and the splittings of $p^2$ through $F^2$.

(b) Construct nodeless orbitals that match the all-electron $u$ in value, slope, curvature and norm at $r_c$. Find the potential they belong to.

(c) Find how the error of $R^k$ divides between electron pairs inside and outside $r_c$. What does norm conservation protect?

(d) Evaluate $G^1$ for Si$^{2+}$ $3s3p$, $F^2$ for neutral Si $3s^23p^2$, and the splitting errors, for $r_c=1.4$, $1.8$ and $2.2$ bohr.

(e) Restore the inner moment of the pair density by adding a smooth charge. Does this help?

Assume $LS$ coupling, a single configuration, and the same radial orbitals for all its terms.

## Solution

### (a) Splittings

The filled shells have spherical density and zero spin. Their Coulomb and exchange action on an outer electron is therefore a scalar operator, which shifts all terms of one configuration equally. Only the repulsion between the two open-shell electrons splits the terms. It is expanded as

$$\frac{e^2}{|\mathbf r-\mathbf r'|}=e^2\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\mathbf n\cdot\mathbf n'),$$

with $\mathbf n=\mathbf r/r$. If $f_k(\mathbf n)$ is a spherical harmonic of order $k$, the addition theorem gives

$$\int P_k(\mathbf n\cdot\mathbf n')f_k(\mathbf n')\,d\Omega'=\frac{4\pi}{2k+1}f_k(\mathbf n).\tag{1}$$

**The $sp$ pair.** Use the real orbitals $p_i=\sqrt{3/4\pi}\,n_iu_p/r$. The $s$ density is spherical, so the direct integral is a monopole term $J$, the same for each $i$. The exchange density $s\,p_i$ has the angular part $Y_{1i}/\sqrt{4\pi}$, where $Y_{1i}=\sqrt{3/4\pi}\,n_i$ is normalized. Only $k=1$ contributes, and (1) gives

$$K=\frac{1}{4\pi}\,\frac{4\pi}{3}\,G^1=\frac{G^1}{3}.$$

Exchange integrals between different $i$ vanish by orthogonality of the $Y_{1i}$. The singlet has the symmetric spatial function $(sp_i+p_is)/\sqrt2$ with energy $J+K$. The triplet has the antisymmetric one, with energy $J-K$. Hence

$$E(^1P)-E(^3P)=2K=\tfrac23G^1.\tag{2}$$

Since $K$ is the repulsion of the charge distribution $s\,p_i$ with itself, that is twice its electrostatic self-energy, it is positive, and the triplet lies lower.

**The $p^2$ pair.** The angular part of the product $p_ip_j$ is

$$\frac{3}{4\pi}n_in_j=\frac1{4\pi}\left[\delta_{ij}+(3n_in_j-\delta_{ij})\right],$$

a monopole plus a harmonic of order 2. Let $(ij|kl)$ be the repulsion between the densities $p_ip_j$ and $p_kp_l$. By (1),

$$(ij|kl)=\delta_{ij}\delta_{kl}F^0+\frac{F^2}{(4\pi)^2}\frac{4\pi}{5}\int(3n_in_j-\delta_{ij})(3n_kn_l-\delta_{kl})\,d\Omega.$$

The averages over directions are $\langle n_in_j\rangle=\delta_{ij}/3$ and $\langle n_in_jn_kn_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$. The integral is thus $4\pi$ times

$$\tfrac{9}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\delta_{ij}\delta_{kl}-\delta_{ij}\delta_{kl}+\delta_{ij}\delta_{kl},$$

so that

$$(ij|kl)=\delta_{ij}\delta_{kl}\left(F^0-\tfrac{2}{25}F^2\right)+\tfrac{3}{25}F^2(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

Write the spatial wave function as $\sum_{ij}c_{ij}\,p_i(1)p_j(2)$. The repulsion $W$ has matrix elements $\langle ij|W|kl\rangle=(ik|jl)$, because electron 1 carries $i,k$ and electron 2 carries $j,l$. Acting on the coefficients it gives

$$(Wc)_{ij}=\left(F^0-\tfrac2{25}F^2\right)c_{ij}+\tfrac3{25}F^2\left(\delta_{ij}\operatorname{Tr}c+c_{ji}\right).$$

The eigenvectors follow by symmetry:

- Antisymmetric $c$ has three components and forms a vector, $L=1$. It needs the symmetric spin function: $E(^3P)=F^0-\frac{5}{25}F^2$.
- Symmetric traceless $c$ has five components, $L=2$: $E(^1D)=F^0+\frac1{25}F^2$.
- $c_{ij}\propto\delta_{ij}$ has $\operatorname{Tr}c=3c_{ii}$ (no sum), $L=0$: $E(^1S)=F^0+\frac{-2+9+3}{25}F^2=F^0+\frac{10}{25}F^2$.

Therefore

$$E(^1D)-E(^3P)=\tfrac{6}{25}F^2,\qquad E(^1S)-E(^3P)=\tfrac35F^2.\tag{3}$$

The ratio $(^1S-{}^1D)/(^1D-{}^3P)=9/6=3/2$ does not contain $F^2$. A poor pseudo-orbital rescales the multiplet but cannot change this ratio within the model.

### (b) Pseudo-orbitals

Choose $r_c$ outside the outermost node, and the sign of $u$ so that $u(r_c)>0$. For $r<r_c$ set

$$\tilde u=r^{l+1}e^{p(r)},\quad p=b_0+b_1s+b_2s^2-as^3,\quad s=\frac{r^2}{r_c^2}-1,$$

and keep $\tilde u=u$ for $r\ge r_c$. Let $q(r)=\ln[u/r^{l+1}]$, with lengths measured in bohr. At $r_c$, where $s=0$, $ds/dr=2/r_c$ and $d^2s/dr^2=2/r_c^2$,

$$p=b_0,\qquad p'=\frac{2b_1}{r_c},\qquad p''=\frac{2b_1+8b_2}{r_c^2}.$$

Equating these to $q,q',q''$ at $r_c$ gives

$$b_0=q,\qquad b_1=\tfrac12r_cq',\qquad b_2=\tfrac18(r_c^2q''-r_cq').$$

The cubic term affects none of these conditions. It equals $a(1-r^2/r_c^2)^3$, whose factor of $a$ is positive inside $r_c$. The inner norm $\int_0^{r_c}\tilde u^2dr$ thus grows strictly with $a$, from zero as $a\to-\infty$ to infinity as $a\to\infty$. Exactly one $a$ reproduces the all-electron norm.

The radial equation, solved for the potential, reads

$$V_{\rm ps}=\varepsilon+\frac{\hbar^2}{2m}\left[\frac{\tilde u''}{\tilde u}-\frac{l(l+1)}{r^2}\right].$$

From $\tilde u'/\tilde u=(l+1)/r+p'$ and $\tilde u''/\tilde u=(\tilde u'/\tilde u)'+(\tilde u'/\tilde u)^2$,

$$\frac{\tilde u''}{\tilde u}=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)p'}{r}+p'^2.$$

The two $1/r^2$ terms add to $l(l+1)/r^2$, which cancels the centrifugal term:

$$V_{\rm ps}=\varepsilon+\frac{\hbar^2}{2m}\left[p''+p'^2+\frac{2(l+1)}rp'\right]\qquad(r<r_c).\tag{4}$$

This is finite at the origin because $p'\propto r$ there. It joins the all-electron potential continuously because the curvatures match. Having no nodes, $\tilde u$ is the lowest state of its $l$ in this potential, at the all-electron eigenvalue $\varepsilon$.

### (c) The error of a Slater integral

Let $\rho$ and $\tilde\rho$ be the all-electron and pseudo pair densities, and define

$$M_k=\int_0^{r_c}\rho\,r^kdr,\qquad A_k=\int_{r_c}^\infty\rho\,r^{-k-1}dr.$$

Split the double integral at $r_c$. With one electron inside and one outside, the inner radius is $r_<$ and the integrand factorizes. Either electron may be the inner one, so

$$R^k=R^k_{\rm in}+2e^2M_kA_k+R^k_{\rm out},$$

where both electrons are inside $r_c$ in $R^k_{\rm in}$ and outside in $R^k_{\rm out}$. Since $\tilde\rho=\rho$ outside, $A_k$ and $R^k_{\rm out}$ are common to both densities. With $\Delta$ meaning pseudo minus all-electron,

$$\Delta R^k=2e^2A_k\,\Delta M_k+\Delta R^k_{\rm in}.\tag{5}$$

The first term arises because the inner charge produces a $k$-pole potential proportional to $M_k/r^{k+1}$ outside $r_c$. Norm conservation sets $\Delta M_0=0$ for $u_p^2$, which protects the mixed term of $F^0$. It does not fix the $r^2$ moment needed for $F^2$, nor the $r$ moment of $u_su_p$ needed for $G^1$.

Readjusting the one-electron potential at fixed orbitals cannot remove the splitting error. A spin-independent potential that depends on $r$ and $l$ alone shifts all terms of the configuration equally.

### (d) Silicon

The reference orbitals come from a nonrelativistic, spin-restricted, spherically averaged local-density calculation with Slater exchange and VWN correlation. The radial Kohn–Sham equation is

$$-\frac{\hbar^2}{2m}u''+\left[-\frac{Ze^2}{r}+V_{\rm H}+V_{\rm xc}+\frac{\hbar^2l(l+1)}{2mr^2}\right]u=\varepsilon u,\qquad Z=14.$$

$V_{\rm H}$ is the Coulomb energy of an electron in the density $n=\sum_a q_au_a^2/(4\pi r^2)$, where $q_a$ is the occupation of shell $a$, and $V_{\rm xc}$ depends on the local $n$. The equations are iterated to self-consistency separately for the two configurations. Pseudo-orbitals are made in the configuration where they are used, so the errors below contain no transfer error.

In Si$^{2+}$ the outermost nodes lie at 0.718 bohr ($3s$) and 0.706 bohr ($3p$), with 4.6% and 3.8% of the norm inside them. In neutral Si they lie at 0.724 and 0.718 bohr. All three core radii are therefore admissible.

The all-electron results are

- Si$^{2+}$ $3s3p$: $G^1=7.8413$ eV, so $E(^1P)-E(^3P)=\frac23(7.8413)=5.228$ eV.
- Si $3s^23p^2$: $F^2=4.363$ eV, so $^1D$ and $^1S$ lie $\frac6{25}(4.363)=1.047$ eV and $\frac35(4.363)=2.618$ eV above $^3P$.

Take $r_c=1.8$ bohr as an example of (5), with $e^2/a_0=27.211$ eV, where $a_0$ is the bohr. For $G^1$ the moment rises from 0.52339 to 0.54276 bohr, and $A_1=0.10540$ bohr$^{-2}$. The mixed term is

$$2(0.10540)(0.01937)(27.211\ \text{eV})=0.111\ \text{eV}.$$

The inner term is 0.166 eV, so $\Delta G^1=0.277$ eV. For $F^2$ the moment rises from 0.41422 to 0.43170 bohr$^2$, and $A_2=0.04282$ bohr$^{-3}$. The mixed term is

$$2(0.04282)(0.01748)(27.211\ \text{eV})=0.041\ \text{eV},$$

and the inner term is 0.048 eV. Their sum is 0.089 eV.

Errors of the integrals in eV, with percentages relative to the all-electron integral:

| | $r_c$ (bohr) | mixed | inner | total |
|---|---|---|---|---|
| $G^1$ | 1.4 | 0.202 | 0.076 | 0.278 (3.5%) |
| $G^1$ | 1.8 | 0.111 | 0.166 | 0.277 (3.5%) |
| $G^1$ | 2.2 | 0.026 | 0.167 | 0.193 (2.5%) |
| $F^2$ | 1.4 | 0.053 | 0.017 | 0.070 (1.6%) |
| $F^2$ | 1.8 | 0.041 | 0.048 | 0.089 (2.0%) |
| $F^2$ | 2.2 | 0.019 | 0.062 | 0.081 (1.9%) |

Multiplication by the factors in (2) and (3) gives the splitting errors in eV:

| $r_c$ (bohr) | $^1P-{}^3P$ | $^1D-{}^3P$ | $^1S-{}^3P$ |
|---|---|---|---|
| 1.4 | 0.185 | 0.017 | 0.042 |
| 1.8 | 0.185 | 0.021 | 0.053 |
| 2.2 | 0.129 | 0.020 | 0.049 |

All these pseudo-orbitals make the splittings too large. The relative error of a splitting equals that of its Slater integral, since the two are proportional.

For $F^2$, the equal inner norms and the larger $M_2$ mean that the pseudo density has a larger mean $r^2$ inside $r_c$. A plausible cause is that norm held in the core lobe of the $3p$ orbital has moved outward. This attribution is a conjecture, as the calculation does not isolate the lobe.

A smaller core radius does not improve the splittings consistently in this range. The $G^1$ error is smallest at the largest $r_c$. The $F^2$ error is smallest at the smallest $r_c$, but it is largest at the middle one. From one tabulated radius to the next the mixed term falls (for $F^2$ it is nearly flat between 1.4 and 1.5 bohr). The inner term rises for $F^2$. For $G^1$ it rises from 1.4 to 1.8 bohr, passes through a maximum of about 0.18 eV near 2.0 bohr, and at 2.2 bohr is back to nearly its value at 1.8 bohr. Reducing $r_c$ within this range is thus no guarantee of a better multiplet. The range lies around the maxima of the two errors, near 1.6 bohr for $G^1$ (0.29 eV) and 1.8 bohr for $F^2$. Closer to the node both errors fall quickly, to 0.21 and 0.04 eV at 1.2 bohr and to 0.05 and 0.007 eV at 1.0 bohr. These trends belong to the form of $p(r)$ chosen in (b) and shift for other constructions.

### (e) Restoring the moment

Inside $r_c$ replace $\tilde\rho$ by $\tilde\rho+cg$, with

$$g=r^{k+2}\left(1-\frac{r^2}{r_c^2}\right)^2,\qquad c=-\frac{\Delta M_k}{\int_0^{r_c}g\,r^kdr},$$

and $g=0$ outside. The moment of $cg$ is $-\Delta M_k$, so the first term of (5) vanishes. What remains is $R^k_{\rm in}[\tilde\rho+cg]-R^k_{\rm in}[\rho]$. The added charge also changes the inner repulsion, so the remainder is not the old inner term.

| $r_c$ (bohr) | $G^1$ error (eV) | $F^2$ error (eV) |
|---|---|---|
| 1.4 | −0.056 | −0.017 |
| 1.8 | −0.024 | −0.006 |
| 2.2 | +0.064 | +0.017 |

Each error is smaller in magnitude than before, by a factor of about three in the least favourable case ($G^1$ at 2.2 bohr) and more in the others, and none exceeds 0.9% of its integral. At 1.8 bohr the $^1P-{}^3P$ error falls from 0.185 eV to $\frac23(-0.024)=-0.016$ eV. Both remainders change sign between 1.4 and 2.2 bohr, so the small values at 1.8 bohr owe something to a nearby zero. They need not persist for another shape $g$. Both zeros lie near 1.9 bohr, and beyond them the remainders keep growing. At 2.5 bohr the corrected $G^1$ error, 0.15 eV, already exceeds the uncorrected one, 0.12 eV, so restoring the moment alone does not help for large cores.

The added charge corrects a two-electron integral; it does not define a new orbital. A quantum Monte Carlo calculation that samples a pseudo wave function with the bare repulsion $e^2/|\mathbf r-\mathbf r'|$ does not contain this correction.

### Reliability and scope

The numerical check includes a separate Gaussian-basis calculation for Si$^{2+}$ $3s^2$, in which the two-electron repulsion is diagonalized without using (2) or (3). Its three splittings agree with the radial formulas to about 0.2%, and its interval ratio is 1.50000. The ground-state property of $V_{\rm ps}$ and the division (5) are also tested.

The all-electron splittings are a reference for judging the pseudo-orbitals, not predictions of measured levels. They omit configuration mixing, relaxation of the orbitals from term to term, core polarization and spin–orbit coupling. Configuration mixing can alter the ratio $3/2$, and strong spin–orbit coupling invalidates the $LS$ labels. The errors found here are those of the orbital shape at first order in the electron repulsion; a correlated calculation with the same pseudopotential can have a different total error.

## Table of computed values

```
Check on Si2+ 3s^2 orbitals: radial formula | Gaussian diagonalization
 sp  1P-3P: 5.1960 | 5.1904 eV
 p^2 1D-3P: 1.3587 | 1.3559 eV
 p^2 1S-3P: 3.3967 | 3.3898 eV
 interval ratio (1S-1D)/(1D-3P) = 1.50000
Si2+ 3s3p: e(3s) = -29.269 eV, e(3p) = -21.275 eV
 3s outermost node 0.718 bohr, norm inside it 0.0459
 3p outermost node 0.706 bohr, norm inside it 0.0382
 AE G1 = 7.8413 eV; 1P-3P = 5.2275 eV
 rc = 1.4 bohr: PS G1 = 8.1194 eV, error +0.2780 eV (+3.55 %)
  M1: AE 0.17945, PS 0.19900 bohr^1; A1 = 0.18962 bohr^-2
  outer-field term +0.2018 eV, inner term +0.0763 eV
  PS splittings: 1P-3P 5.4129 eV (error +0.1854 eV)
  moment restored: G1 error -0.0557 eV (-0.71 %)
 rc = 1.8 bohr: PS G1 = 8.1185 eV, error +0.2772 eV (+3.54 %)
  M1: AE 0.52339, PS 0.54276 bohr^1; A1 = 0.10540 bohr^-2
  outer-field term +0.1111 eV, inner term +0.1661 eV
  PS splittings: 1P-3P 5.4124 eV (error +0.1848 eV)
  moment restored: G1 error -0.0239 eV (-0.31 %)
 rc = 2.2 bohr: PS G1 = 8.0345 eV, error +0.1931 eV (+2.46 %)
  M1: AE 0.94839, PS 0.95784 bohr^1; A1 = 0.05127 bohr^-2
  outer-field term +0.0264 eV, inner term +0.1668 eV
  PS splittings: 1P-3P 5.3563 eV (error +0.1288 eV)
  moment restored: G1 error +0.0642 eV (+0.82 %)
Si 3s2 3p2: e(3s) = -10.834 eV, e(3p) = -4.171 eV
 3s outermost node 0.724 bohr, norm inside it 0.0365
 3p outermost node 0.718 bohr, norm inside it 0.0234
 AE F2 = 4.3631 eV; 1D-3P = 1.0471 eV, 1S-3P = 2.6179 eV
 rc = 1.4 bohr: PS F2 = 4.4335 eV, error +0.0704 eV (+1.61 %)
  M2: AE 0.09828, PS 0.11180 bohr^2; A2 = 0.07246 bohr^-3
  outer-field term +0.0533 eV, inner term +0.0171 eV
  PS splittings: 1D-3P 1.0640 eV (error +0.0169 eV), 1S-3P 2.6601 eV (error +0.0423 eV)
  moment restored: F2 error -0.0168 eV (-0.38 %)
 rc = 1.8 bohr: PS F2 = 4.4522 eV, error +0.0892 eV (+2.04 %)
  M2: AE 0.41422, PS 0.43170 bohr^2; A2 = 0.04282 bohr^-3
  outer-field term +0.0407 eV, inner term +0.0484 eV
  PS splittings: 1D-3P 1.0685 eV (error +0.0214 eV), 1S-3P 2.6713 eV (error +0.0535 eV)
  moment restored: F2 error -0.0058 eV (-0.13 %)
 rc = 2.2 bohr: PS F2 = 4.4444 eV, error +0.0814 eV (+1.86 %)
  M2: AE 1.02002, PS 1.03479 bohr^2; A2 = 0.02369 bohr^-3
  outer-field term +0.0190 eV, inner term +0.0623 eV
  PS splittings: 1D-3P 1.0667 eV (error +0.0195 eV), 1S-3P 2.6667 eV (error +0.0488 eV)
  moment restored: F2 error +0.0167 eV (+0.38 %)
```
